\section*{Energy above hull and chemical potentials from linear programming duality, part 1}

(Sections cited here and not found follow in the second part.)

\section{The hull as a minimisation}

\noindent Q: I know the convex hull as a drawing: plot formation energies against composition, stretch a sheet under the points, and read the height of a point above the sheet. Can you state it as a calculation, with every assumption visible?

\medskip\noindent A: Take $n$ elements and $m$ phases at zero temperature and pressure. Phase $j$ is a line compound with atomic fractions $x_{ij}\ge 0$, $\sum_i x_{ij}=1$, and energy $e_j$ per atom. The vectors $x_j$ are the columns of an $n\times m$ matrix $X$. The pure elements are among the phases, so $X$ contains the unit vectors $u_i$ and has rank $n$. The grains are macroscopic and incoherent, so interface and strain energies are neglected and the energy of a mixture is additive. Energies are in eV per atom. If a sample holds $N_i\ge 0$ atoms of element $i$ and puts $f_j$ atoms into phase $j$, its ground-state energy is
\begin{equation}
E(N)=\min_f\ \sum_j e_jf_j \quad\text{subject to}\quad Xf=N,\quad f\ge 0 .
\label{eq:primal}
\end{equation}
This is a linear program, the primal. The energy above hull of phase $k$ is
\begin{equation}
E_{\rm ah}(k)=e_k-E(x_k).
\label{eq:ah}
\end{equation}

\medskip\noindent Q: There is no condition that the fractions add to one. And why should the minimum exist, or equal the hull?

\medskip\noindent A: Add the $n$ balance rows: $\sum_i N_i=\sum_j f_j\sum_i x_{ij}=\sum_j f_j$. For a composition $c$ with $\sum_i c_i=1$ the $f_j$ are therefore atom fractions. The feasible set is not empty, since the unmixed elements belong to it; it is closed, and the sum rule bounds it, so the minimum is attained. The convex hull of the points $(x_j,e_j)$ is the set of all $(Xf,\,e\cdot f)$ with $f\ge0$ and $\sum_jf_j=1$, so $E(c)$ is by definition the lowest hull point over $c$. Two properties follow. For $s>0$ the map $f\to sf$ carries the feasible set of $N$ onto that of $sN$, so $E(sN)=sE(N)$, and $E(0)=0$. If $f,f'$ are optimal for $N,N'$, then $\lambda f+(1-\lambda)f'$ is feasible for $\lambda N+(1-\lambda)N'$ when $0\le\lambda\le1$, so $E$ is convex.

\medskip\noindent Q: With $m$ much larger than $n$, the optimum might need many phases.

\medskip\noindent A: It never needs more than $n$. Let $f$ be optimal, and suppose the columns with $f_j>0$ are linearly dependent. Then there is $v\neq0$, supported on those columns, with $Xv=0$. Adding its rows gives $\sum_jv_j=0$, so $v$ has negative components. For small $t$ both $f+tv$ and $f-tv$ are feasible, with energies $e\cdot f\pm t\,e\cdot v$; neither may be lower than the minimum, so $e\cdot v=0$. Increase $t$ until a component of $f+tv$ reaches zero: the energy is unchanged and one phase is gone. Repeating this leaves independent columns, at most $n$ of them. Because $X$ has rank $n$ they can be completed to $n$ independent columns, a basis $B$, with invertible matrix $X_B$ and
\begin{equation}
f_B=X_B^{-1}N\ge0,\qquad f_j=0\ \ (j\notin B).
\label{eq:basic}
\end{equation}
This is the lever rule. The solution is called nondegenerate if every component of $f_B$ is positive.

\section{The dual}

\noindent Q: Where do the dual variables enter, and with which sign?

\medskip\noindent A: Attach a multiplier $\mu_i$ to each balance, in the order ``supply minus use'':
\begin{equation}
L(f,\mu)=e\cdot f+\mu\cdot(N-Xf)=\mu\cdot N+\sum_jf_j\,r_j(\mu),\qquad r_j(\mu)=e_j-\mu\cdot x_j .
\end{equation}
The second form only collects the terms in $f_j$. Writing $Xf-N$ would reverse the sign of $\mu$. Minimise $L$ over $f\ge0$ with the balances released. If some $r_j<0$, letting $f_j\to\infty$ gives $-\infty$; if all $r_j\ge0$, the minimum is $\mu\cdot N$, at $f=0$. The best such value defines the dual:
\begin{equation}
\max_\mu\ \mu\cdot N\quad\text{subject to}\quad \mu\cdot x_j\le e_j\ \text{ for all } j .
\label{eq:dual}
\end{equation}
The $\mu_i$ are free in sign because the balances are equalities. For any feasible $f$ and feasible $\mu$, substitute $N=Xf$:
\begin{equation}
e\cdot f-\mu\cdot N=\sum_jf_j(e_j-\mu\cdot x_j)=\sum_jf_jr_j\ge0 .
\label{eq:weak}
\end{equation}
So $\mu\cdot N\le E(N)$ for every feasible $\mu$ and every $N\ge0$, and a feasible pair with $e\cdot f=\mu\cdot N$ is optimal on both sides.

\medskip\noindent Q: That is a bound. I want to see that it is reached, without an appeal to a duality theorem.

\medskip\noindent A: Take first a nondegenerate optimum with basis $B$, and define
\begin{equation}
\mu_B=(X_B^{T})^{-1}e_B ,\qquad\text{that is,}\qquad \mu_B\cdot x_j=e_j\ \ (j\in B).
\label{eq:muB}
\end{equation}
Admit $t>0$ atoms of a phase $j\notin B$. The balances hold if the basic amounts become $f_B-tX_B^{-1}x_j$, and these stay positive for small $t$ because $f_B>0$. The energy changes by
\begin{equation}
t\,e_j-t\,e_B^{T}X_B^{-1}x_j=t\,(e_j-\mu_B\cdot x_j)=t\,r_j(\mu_B),
\label{eq:admit}
\end{equation}
since $e_B^TX_B^{-1}=\mu_B^T$. Optimality forbids a decrease, so $r_j\ge0$ and $\mu_B$ is feasible. Its value is $\mu_B\cdot N=e_B^TX_B^{-1}N=e_B\cdot f_B=E(N)$.

\medskip\noindent Q: That used $f_B>0$. A stable compound at its own composition can have a single nonzero fraction.

\medskip\noindent A: Approach such a point from generic ones. For each basis and each row $a$, the condition $(X_B^{-1}N')_a=0$ is a hyperplane. There are finitely many and they have no volume, so a sequence $N^{(l)}>0$ exists that avoids all of them and tends to $N$. Each $N^{(l)}$ has an optimal solution of the form (\ref{eq:basic}), necessarily nondegenerate, so its $\mu_B$ is feasible. Bases are finite in number, so one basis $B$ recurs infinitely often. Along that subsequence $X_B^{-1}N^{(l)}>0$, and the limit gives $X_B^{-1}N\ge0$. Feasibility of $\mu_B$ does not depend on $N$, and $e_B\cdot X_B^{-1}N=\mu_B\cdot N$ as before, so by (\ref{eq:weak}) the pair is optimal. Let $\mu^\alpha$ label the distinct vectors among the feasible $\mu_B$. None exceeds $E$ and one always reaches it:
\begin{equation}
E(N)=\max_\alpha\ \mu^\alpha\cdot N\qquad(N\ge0).
\label{eq:max}
\end{equation}

\section{Facets and chemical potentials}

\noindent Q: So far $\mu$ is algebra. What has it to do with a facet?

\medskip\noindent A: The function $c\mapsto\mu\cdot c$ on the composition simplex is a plane. Feasibility says that it passes on or below every point $(x_j,e_j)$. At an optimal pair the sum in (\ref{eq:weak}) vanishes, and its terms are non-negative, so each vanishes:
\begin{equation}
f_j\,r_j=0\quad\text{for all } j .
\label{eq:cs}
\end{equation}
The plane touches every phase that is present. Its height at the corner $c=u_i$ is $\mu\cdot u_i=\mu_i$. Call $R_\alpha$ the set of $N\ge 0$ where $E(N)=\mu^\alpha\cdot N$. It contains all $N=X_Bf_B$ with $f_B\ge0$ for a basis that gives $\mu^\alpha$, again by (\ref{eq:weak}), so it has full dimension; its section at $\sum_iN_i=1$ is a facet of the lower hull, and $\mu^\alpha$ holds the corner heights of the facet plane. With (\ref{eq:dual}), Eq.~(\ref{eq:ah}) becomes
\begin{equation}
E_{\rm ah}(k)=\min_{\mu\ \rm feasible} r_k(\mu).
\label{eq:ahmin}
\end{equation}
The height of phase $k$ over any feasible plane is an upper bound on $E_{\rm ah}(k)$; it equals $E_{\rm ah}(k)$ exactly when the plane is optimal at the composition $x_k$.

\medskip\noindent Q: A corner height is not a chemical potential until it is a derivative of the energy with respect to atom number.

\medskip\noindent A: Let $D^*(N)$ be the set of optimal $\mu$. Then $\mu\in D^*(N)$ if and only if
\begin{equation}
E(N')\ge E(N)+\mu\cdot(N'-N)\quad\text{for all } N'\ge0 .
\label{eq:sub}
\end{equation}
If $\mu$ is optimal, $E(N')\ge\mu\cdot N'$ by (\ref{eq:weak}), and $\mu\cdot N'=E(N)+\mu\cdot(N'-N)$ because $\mu\cdot N=E(N)$. Conversely, assume (\ref{eq:sub}). The choice $N'=0$ gives $\mu\cdot N\ge E(N)$; the choice $N'=2N$ gives $2E(N)\ge E(N)+\mu\cdot N$; together $\mu\cdot N=E(N)$. Then (\ref{eq:sub}) reads $E(N')\ge\mu\cdot N'$, and $N'=x_j$ gives $\mu\cdot x_j\le E(x_j)\le e_j$, which is feasibility.

Now let $N$ lie in the interior of $R_\alpha$. For small $h>0$, $E(N\pm hu_i)=E(N)\pm h\mu_i^\alpha$. Inserting both into (\ref{eq:sub}) gives $h\mu^\alpha_i\ge h\mu_i$ and $-h\mu_i^\alpha\ge-h\mu_i$. Hence the optimal dual is unique and
\begin{equation}
\mu_i=\mu_i^\alpha=\left.\frac{\partial E}{\partial N_i}\right|_{N_{l\ne i}} .
\label{eq:main}
\end{equation}
At $T=0$, $p=0$ the Gibbs energy equals $E$, so this is the thermodynamic definition of the chemical potential. Then $r_j=e_j-\mu\cdot x_j$ is the grand potential per atom of phase $j$: zero for the coexisting phases, which are in equilibrium with reservoirs at $\mu$, and non-negative for all others.

\section{A model ternary}

\noindent Q: Show me this with numbers.

\medskip\noindent A: Take a model A--B--C with round formation energies in eV/atom: zero for the elements, AB $-0.50$, A$_3$B $-0.22$, A$_3$C $-0.30$, AC$_3$ $-0.25$, B$_2$C $-0.30$, ABC$_2$ $-0.55$, A$_2$BC $-0.40$. The numerical check, with its output, finds seven facets:
\begin{center}
\begin{tabular}{lrrr}
facet & $\mu_A$ & $\mu_B$ & $\mu_C$\\
A--AB--A$_3$C & $0$ & $-1.000$ & $-1.200$\\
B--AB--B$_2$C & $-1.000$ & $0$ & $-0.900$\\
C--AC$_3$--ABC$_2$ & $-1.000$ & $-1.200$ & $0$\\
C--B$_2$C--ABC$_2$ & $-1.750$ & $-0.450$ & $0$\\
AB--A$_3$C--ABC$_2$ & $-0.200$ & $-0.800$ & $-0.600$\\
AB--B$_2$C--ABC$_2$ & $-0.850$ & $-0.150$ & $-0.600$\\
A$_3$C--AC$_3$--ABC$_2$ & $-0.325$ & $-1.425$ & $-0.225$
\end{tabular}
\end{center}
For A$_2$BC, $c=(0.5,0.25,0.25)$, try the basis AB, A$_3$C, ABC$_2$ with fractions $f_1,f_2,f_3$:
\begin{align}
0.5f_1+0.75f_2+0.25f_3&=0.5,\nonumber\\
0.5f_1+0.25f_3&=0.25,\nonumber\\
0.25f_2+0.5f_3&=0.25 .
\end{align}
The first row minus the second gives $0.75f_2=0.25$, so $f_2=1/3$. The third gives $0.5f_3=0.25-0.25/3$, so $f_3=1/3$, and the sum rule gives $f_1=1/3$. Each product receives $4\times\tfrac13$ of the four atoms per A$_2$BC; divided by 2, 4 and 4 atoms per product formula, these give $0.6667$, $0.3333$ and $0.3333$ formula units: $3\,\mathrm{A_2BC}\to2\,\mathrm{AB}+\mathrm{A_3C}+\mathrm{ABC_2}$. The primal value is $(-0.50-0.30-0.55)/3=-0.45$. Equation (\ref{eq:muB}) reads
\begin{align}
0.5\mu_A+0.5\mu_B&=-0.50,\nonumber\\
0.75\mu_A+0.25\mu_C&=-0.30,\nonumber\\
0.25\mu_A+0.25\mu_B+0.5\mu_C&=-0.55 .
\end{align}
Half the first row subtracted from the third gives $0.5\mu_C=-0.55+0.25$, so $\mu_C=-0.6$. The second gives $0.75\mu_A=-0.30+0.15$, so $\mu_A=-0.2$, and the first gives $\mu_B=-1.0+0.2=-0.8$. The dual value is $0.5(-0.2)+0.25(-0.8)+0.25(-0.6)=-0.45$, equal to the primal value. Feasibility remains: the slacks $r_j$ are $0.2$, $0.8$, $0.6$ for A, B, C; $0.13$ for A$_3$B, from $-0.22-(0.75(-0.2)+0.25(-0.8))$; $0.25$ for AC$_3$; $0.4333$ for B$_2$C; and $0.05$ for A$_2$BC. All are positive, so the basis is optimal, and
\begin{equation}
E_{\rm ah}(\mathrm{A_2BC})=-0.40-(-0.45)=0.05\ \text{eV/atom}=4.82\ \text{kJ per mole of atoms},
\end{equation}
with $\mu=(-0.2,-0.8,-0.6)$ eV/atom, or $(-19.3,-77.2,-57.9)$ kJ/mol. Central differences of $E(N)$, with $E$ found by enumerating all triangles of phases and no solver, give the same three values. The program asserts the agreement of solver multipliers, geometric facet intercepts and such differences at 80 random facet-interior compositions in random ternary and quaternary sets. A$_3$B illustrates (\ref{eq:ahmin}): its slack on this facet is $0.13$, whereas its energy above hull is $-0.22-(-0.25)=0.03$.

\medskip\noindent Q: The energies come with errors. Which of them matter?

\medskip\noindent A: Suppose $f_B>0$ and $r_j>0$ for all $j\notin B$, as here. A small change of the $e_j$ moves $\mu_B$ continuously, the slacks stay positive, $f_B$ does not involve $e$, and the basis stays optimal. From $E=e_B\cdot f_B$ follows $\partial E/\partial e_j=f_j$: one third for each product, zero for absent phases. Lowering an absent phase by $s<r_j$ leaves $\mu_B$ unchanged and feasible, so $E$ and $\mu$ do not move; for $s>r_j$ the slack is negative and (\ref{eq:admit}) lowers the energy. The program tests the derivatives, and both sides of the threshold at $0.9\,r_j$ and $1.1\,r_j$, for every absent phase of the model.

The energy above hull has been obtained from a linear program whose dual variables, at compositions inside a facet, are unique and equal to the elemental chemical potentials, as the model ternary illustrates. What remains is the case of compositions where the dual is not unique or an element is absent, followed by the effects of reference energies, normalisation and phase exclusion, and the physical assumptions that limit the result.
